# Symmetry of the six dangling orbitals around a 2H metal vacancy

## What goes wrong with six separate bonds

Removing one metal atom from a 2H monolayer MX$_2$ cuts six bonds. If the cut bonds are treated as six independent orbitals at a common energy $\varepsilon$, the vacancy has one sixfold level. A formal count, derived below, puts eight electrons there. Twelve spin-orbitals would then be two-thirds full, an open shell.

Coupling between the orbitals changes this picture, but a list of computed energies does not say which near-coincidences are required by symmetry and which are accidents of the parameters. The missing information is the reduction

$$
\Gamma_{\rm in}=A_1'+A_2''+E'+E'' .
$$

It says that there are two singlets and two doublets, and how each combination transforms.

The other atoms are held at their crystal positions. The vacancy centre is the origin, $z$ is normal to the layer, and spin is omitted until the end. Each of the six neighbouring chalcogens carries one real orbital aimed at the origin.

## Why one inward orbital per chalcogen

Let $a$ be the lattice constant and $b$ the M–X bond length. Two metals bonded to the same chalcogen are a distance $a$ apart. The cosine rule gives

$$
a^2=2b^2-2b^2\cos\theta
\quad\Longrightarrow\quad
\cos\theta=1-\frac{a^2}{2b^2}.
$$

For a geometry in the regime of MoS$_2$, with rough values $a=0.316$ nm and $b=0.241$ nm, $\cos\theta=0.140$ and $\theta=81.9^\circ$. Two $p$ orbitals on one atom, aimed along two such bonds, overlap by $\cos\theta$. They are therefore nearly orthogonal, and it is reasonable to assign one $p$-like orbital to each bond. This is an approximation for the energies. The symmetry argument needs less: each orbital must be even under the vertical mirror through its own site, and the six must be copies of one another.

## Simple case: one triangle

Take the top three chalcogens, sites 1, 2 and 3. Their symmetry group is $C_{3v}$, with the identity, two threefold rotations and three vertical mirrors.

An inward $p$ orbital at $\mathbf r_i$ is

$$
\phi_i(\mathbf r)=F(|\mathbf r-\mathbf r_i|)\,
\mathbf d_i\cdot(\mathbf r-\mathbf r_i),\qquad
\mathbf d_i=-\mathbf r_i/b .
$$

An operation $g$ acts as $(g\phi)(\mathbf r)=\phi(g^{-1}\mathbf r)$. Since $g$ preserves lengths and scalar products,

$$
(g\phi_i)(\mathbf r)=F(|\mathbf r-g\mathbf r_i|)\,
(g\mathbf d_i)\cdot(\mathbf r-g\mathbf r_i).
$$

Also $g\mathbf d_i=-g\mathbf r_i/b$, which is the inward direction at the new site. The orbital thus maps to another inward orbital with sign $+1$. An orbital contributes to the trace only if its site stays fixed, and it then contributes $+1$.

The identity fixes three sites, a rotation none, and a mirror one. The characters are $(3,0,1)$. For the classes $(E,2C_3,3\sigma_v)$ the irreducible characters are $A_1=(1,1,1)$, $A_2=(1,1,-1)$ and $E=(2,-1,0)$. Hence

$$
n_{A_1}=\frac{3+0+3}{6}=1,\quad
n_{A_2}=\frac{3+0-3}{6}=0,\quad
n_E=\frac{6+0+0}{6}=1 .
$$

One triangle gives $A_1+E$. With hopping $t_1$ between its sites, the uniform vector $(1,1,1)$ has energy $\varepsilon+2t_1$. A vector with $v_1+v_2+v_3=0$ has $v_2+v_3=-v_1$, and likewise for the other sites, so its energy is $\varepsilon-t_1$. At $t_1=0$ the singlet and the doublet merge, as they must for separate orbitals.

## Two triangles: the full prism

In the 2H layer the lower chalcogens lie directly below the upper ones. Call them 4, 5 and 6, below 1, 2 and 3. The horizontal mirror $\sigma_h$ exchanges the triangles. Combining it with $C_{3v}$ doubles the group to the 12 operations of $D_{3h}$, because

$$
\sigma_hC_3=S_3,\qquad \sigma_h\sigma_v=C_2 .
$$

The whole lattice must share this symmetry, not just the six nearest atoms. A finite lattice patch around the vacancy was tested against the 24 operations of a hexagonal prism, and 12 preserve it. Inversion fails: it sends a chalcogen column to the opposite side of the vacancy, where there is none.

Each $C_{3v}$ representation now has an even form (prime) and an odd form (double prime) under $\sigma_h$. Operations containing $\sigma_h$ gain a factor $+1$ or $-1$. The subscripts 1 and 2 mean even and odd under $C_2$:

| | $E$ | $2C_3$ | $3C_2$ | $\sigma_h$ | $2S_3$ | $3\sigma_v$ |
|---|---:|---:|---:|---:|---:|---:|
| $A_1'$ | 1 | 1 | 1 | 1 | 1 | 1 |
| $A_2'$ | 1 | 1 | −1 | 1 | 1 | −1 |
| $E'$ | 2 | −1 | 0 | 2 | −1 | 0 |
| $A_1''$ | 1 | 1 | 1 | −1 | −1 | −1 |
| $A_2''$ | 1 | 1 | −1 | −1 | −1 | 1 |
| $E''$ | 2 | −1 | 0 | −2 | 1 | 0 |
| $\Gamma_{\rm in}$ | 6 | 0 | 0 | 0 | 0 | 2 |

The last row is again a count of fixed sites. $C_2$, $\sigma_h$ and $S_3$ exchange the layers and fix none. $C_3$ moves every site within its layer. Each $\sigma_v$ contains one vertical pair and fixes both members.

The reduction formula becomes

$$
n_\Gamma=\frac1{12}\left[6\chi_\Gamma(E)+3\times2\,\chi_\Gamma(\sigma_v)\right]
=\frac{\chi_\Gamma(E)+\chi_\Gamma(\sigma_v)}2 .
$$

Its values, in table order, are $1,0,1,0,1,1$. This proves the stated reduction; the dimensions add to $1+1+2+2=6$.

The mirror parity matters. A tangential $p$ orbital, horizontal and perpendicular to its site's mirror plane, is odd under that mirror. Its characters are $(6,0,0,0,0,-2)$, so the plus sign in the last formula becomes minus. The result is $A_2'+A_1''+E'+E''$. Both reductions were also tested by rotating and reflecting the orbital functions in space, and both were confirmed.

## The actual combinations

Multiplicities do not yet give the orbitals. Apply the projector

$$
P_\Gamma\phi_1=\frac{d_\Gamma}{12}\sum_g\chi_\Gamma(g)\,g\phi_1 ,
$$

where $d_\Gamma$ is the dimension. Let $\sigma_v^{(i)}$ be the mirror through column $i$ and $C_2^{(i)}=\sigma_h\sigma_v^{(i)}$. Choose $C_3$ to carry site 1 to site 2. Two operations take site 1 to each site:

- Site 1: $E$, $\sigma_v^{(1)}$. Site 4: $\sigma_h$, $C_2^{(1)}$.
- Site 2: $C_3$, $\sigma_v^{(3)}$. Site 5: $\sigma_hC_3$, $C_2^{(3)}$.
- Site 3: $C_3^{-1}$, $\sigma_v^{(2)}$. Site 6: $\sigma_hC_3^{-1}$, $C_2^{(2)}$.

Adding the characters in each pair gives these coefficients, apart from normalization, with the top layer before the semicolon:

$$
\begin{aligned}
A_1'&:(1,1,1;\,1,1,1), & A_2''&:(1,1,1;\,-1,-1,-1),\\
E'&:(2,-1,-1;\,2,-1,-1), & E''&:(2,-1,-1;\,-2,1,1).
\end{aligned}
$$

For $A_2'$ and $A_1''$ the two characters cancel at every site, so the projection vanishes.

Projecting $\phi_2-\phi_3$ supplies the second partner of each doublet. In the top layer $\phi_2$ gives $(-1,2,-1)$ and $\phi_3$ gives $(-1,-1,2)$; their difference is proportional to $(0,1,-1)$. The lower layer has the same coefficients for $E'$ and opposite ones for $E''$. The normalized layer vectors are

$$
\frac{(1,1,1)}{\sqrt3},\qquad
\frac{(2,-1,-1)}{\sqrt6},\qquad
\frac{(0,1,-1)}{\sqrt2},
$$

with a further $1/\sqrt2$ when the layers are combined.

These labels also show what the missing metal could bind. Its $d_{z^2}$ orbital is $A_1'$, the pair $(d_{x^2-y^2},d_{xy})$ is $E'$, and $(d_{xz},d_{yz})$ is $E''$. No metal $d$ orbital matches $A_2''$; the metal $p_z$ orbital does.

## Four parameters, four levels

Symmetry sorts pairs of sites into four kinds: the same site, two sites in one layer, a vertical pair, and a diagonal pair. Their matrix elements are $\varepsilon,t_1,t_2,t_3$. This agrees with $\sum_\Gamma n_\Gamma^2=4$.

For a combination $(\mathbf v;\pm\mathbf v)$, the Hamiltonian gives at site 1

$$
\varepsilon v_1+t_1(v_2+v_3)\pm\left[t_2v_1+t_3(v_2+v_3)\right].
$$

Insert $v_2+v_3=2v_1$ for the singlets and $v_2+v_3=-v_1$ for the doublets:

$$
\begin{aligned}
E(A_1')&=\varepsilon+2t_1+t_2+2t_3,\\
E(A_2'')&=\varepsilon+2t_1-t_2-2t_3,\\
E(E')&=\varepsilon-t_1+t_2-t_3,\\
E(E'')&=\varepsilon-t_1-t_2+t_3 .
\end{aligned}
$$

Two limits connect this result to simpler systems. If $t_2=t_3=0$, the layers separate and the levels are two copies of the triangle result. If $t_1=t_3=0$, three independent vertical pairs remain: $A_1'$ and $E'$ meet at $\varepsilon+t_2$, while $A_2''$ and $E''$ meet at $\varepsilon-t_2$. The additional degeneracies in both limits come from omitted couplings.

Symmetry alone does not order the levels. The equations can be inverted. Writing each level by its label,

$$
\begin{aligned}
\varepsilon&=\frac{A_1'+A_2''+2E'+2E''}{6},&
t_1&=\frac{A_1'+A_2''-E'-E''}{6},\\
t_2&=\frac{(A_1'-A_2'')+2(E'-E'')}{6},&
t_3&=\frac{(A_1'-A_2'')-(E'-E'')}{6}.
\end{aligned}
$$

Any four energies therefore correspond to some real parameters. An order requires a physical model of the hoppings.

## Hopping between inward orbitals

Let $D$ be the distance between sites $i$ and $j$, and $\mathbf u=(\mathbf r_j-\mathbf r_i)/D$. Both sites lie at distance $b$ from the origin, so $D^2=2b^2-2\mathbf r_i\cdot\mathbf r_j$. Then

$$
\mathbf d_i\cdot\mathbf u=\frac{b^2-\mathbf r_i\cdot\mathbf r_j}{bD}=\frac D{2b},
\qquad
\mathbf d_j\cdot\mathbf u=-\frac D{2b}.
$$

Define $x=D^2/(4b^2)$. The product of the components along $\mathbf u$ is $-x$. Since $\mathbf d_i\cdot\mathbf d_j=1-2x$, the remaining perpendicular part is $(1-2x)-(-x)=1-x$. With head-on and sideways $p$ hoppings $V_\sigma,V_\pi$,

$$
t(D)=e^{-(D-a)/\lambda}\left[-V_\sigma x+V_\pi(1-x)\right].
$$

The negative sign before $V_\sigma$ arises because the two positive lobes point partly towards each other.

Take the round parameters $V_\sigma=0.80$ eV, $V_\pi=-0.20$ eV and $\lambda=0.050$ nm. The horizontal distance from the origin to a chalcogen is $a/\sqrt3$, so the layer spacing is $h=2\sqrt{b^2-a^2/3}=0.315$ nm. For $t_1$, $D=a$ and $x=0.430$:

$$
t_1=-0.80(0.430)-0.20(0.570)=-0.458\ {\rm eV}.
$$

The vertical distance $h$ gives $t_2=-0.466$ eV. The diagonal distance, $0.446$ nm, gives $t_3=-0.053$ eV; the exponential makes it small. With $\varepsilon=0$,

$$
\begin{aligned}
E(A_1')&=-0.916-0.466-0.106=-1.49\ {\rm eV},\\
E(A_2'')&=-0.916+0.466+0.106=-0.34\ {\rm eV},\\
E(E')&=0.458-0.466+0.053=0.04\ {\rm eV},\\
E(E'')&=0.458+0.466-0.053=0.87\ {\rm eV}.
\end{aligned}
$$

Direct diagonalization of the $6\times6$ hopping matrix, built from the site positions, gives the same levels. $E'$ lies near zero because $-t_1$ and $t_2$ nearly cancel and $t_3$ is small.

For the formal filling, each chalcogen has six valence electrons. Two are assigned to its $s$ orbital and four to three bonds, leaving $4/3$ per cut bond. Six cut bonds hold $6\times4/3=8$ electrons. In this independent-electron model they fill $A_1'$, $A_2''$ and $E'$ with $2+2+4$ electrons. $E''$ is empty, 0.83 eV above $E'$. For these hoppings, the open shell of the uncoupled picture has become a closed one. A much slower decay with distance can reorder the levels and leave a doublet half filled.

Overlaps of actual basis functions test the same algebra. For sulfur $3p$ functions in the minimal STO-3G basis, the overlap eigenvalues are 1.068, 1.019, 0.999 and 0.957 for $A_1'$, $A_2''$, $E'$ and $E''$. They agree with the four formulas when energies are replaced by overlaps. The inverse relations give pair overlaps of about 0.022, 0.022 and 0.001, again with two similar values and a smaller diagonal one. These sizes are not converged: sulfur $3p$ functions from an atomic calculation in the larger aug-cc-pVTZ basis give about 0.10, 0.10 and 0.04. The algebra holds in either basis, but the minimal basis strongly underestimates the overlaps. The hoppings above refer to orthogonalized orbitals. Symmetric orthogonalization uses $S^{-1/2}$, which commutes with the symmetry operations and so preserves the labels.

## Breaking the assumptions

**Unequal layers.** A substrate or a perpendicular field can remove $\sigma_h$. Model this by site energies $\varepsilon\pm\delta$ in the two layers, with all hoppings held fixed. Each symmetry sector becomes a $2\times2$ problem, whose eigenvalues are

$$
\begin{aligned}
E_{A_1}&=\varepsilon+2t_1\pm\sqrt{(t_2+2t_3)^2+\delta^2},\\
E_E&=\varepsilon-t_1\pm\sqrt{(t_2-t_3)^2+\delta^2}.
\end{aligned}
$$

The doublets survive because this model keeps $C_{3v}$, but primed and double-primed states mix. A substrate that also breaks the threefold symmetry can split the doublets. At $\delta=0$ the earlier levels return. For $|\delta|$ much larger than the interlayer couplings, the states localize on separate triangles.

**Relaxation.** Move all six chalcogens outward by 0.010 nm along the lines from the vacancy centre, keeping $V_\sigma,V_\pi,\lambda$ and the reference length $a$ in the exponential fixed. $D_{3h}$ and the reduction remain, but one level changes by as much as 0.35 eV. Now move just one vertical pair horizontally outward by the same distance, with its orbitals re-aimed at the origin. Projecting the Hamiltonian of the displaced structure onto the original doublets gives splittings of 0.089 eV for $E'$ and 0.093 eV for $E''$.

**Other orbitals.** The inward orbital also couples to its chalcogen's two remaining metals. Along each M–X line its component is $\cos\theta$, and across it $\sin\theta$. These components couple to orthogonal $d$ orbitals. For $V_{pd\sigma}=2.50$ eV and $V_{pd\pi}=-1.00$ eV the total coupling is

$$
W=\sqrt{2\left(V_{pd\sigma}^2\cos^2\theta+V_{pd\pi}^2\sin^2\theta\right)}
=1.49\ {\rm eV}.
$$

This is not small beside the 2.36 eV span of the six-orbital levels. A larger cluster includes all 18 chalcogen $p$ orbitals and the $d$ orbitals of six neighbouring metals, placed 3.00 eV above the $p$ energy. The states with the largest inward weight are:

| Label | Energy (eV) | Inward weight |
|---|---:|---:|
| $A_1'$ | −2.08 | 0.69 |
| $A_2''$ | −0.46 | 0.84 |
| $E'$ | −0.22 | 0.50 |
| $E''$ | 0.54 | 0.86 |

In this cluster the order is unchanged for these parameters, though stronger coupling to the metals can push the selected $E'$ state below $A_2''$. Here $A_1'$ moves by 0.59 eV and the selected $E'$ state is half inward orbital. It should not be called a pure dangling-bond level. The cluster also omits the outer bonds of the neighbouring metals. Adding the 18 chalcogens at the far ends of those bonds, with the same parameters, spreads the inward character over several states. The largest weight in one level falls to 0.24 for $A_2''$ and 0.32 for $E'$, and the $E'$ level with the largest weight lies more than 1 eV higher than in the table. The table therefore shows that the levels are sensitive to their surroundings, not where they lie in a real layer.

**Spin.** With rough atomic spin–orbit constants of 0.050 eV for the chalcogen and 0.080 eV for the metal, the cluster doublets split by 0.010 eV ($E'$) and 0.0007 eV ($E''$). Both are small beside the 0.24 eV between the closest two levels in the table, and the single-group labels remain good approximations for these two doublets. The tabulated $A_1'$ state is different: another cluster level, not listed, lies only 0.005 eV away, and spin–orbit coupling mixes this state appreciably with others. An exact treatment with spin uses the double group.

## Set beside MoS$_2$

The lengths are roughly those of monolayer MoS$_2$. The hoppings are round model values, not a fit to that material. Its band gap is roughly 2 eV, comparable with the model's level span, so the four labels must not be read as four levels inside the gap. The model contains no band edges with which to place them. A real vacancy also breaks the frozen-atom assumption: in the model, a symmetric displacement of 0.010 nm along the lines from the vacancy centre moves a level by up to 0.35 eV if outward and 0.46 eV if inward, and the neglected orbitals move one by about 0.6 eV in the smaller cluster and by more than 1 eV when the outer chalcogens are added. The reduction is firmer than these energies. It holds for six equivalent, mirror-even orbitals as long as the vacancy keeps $D_{3h}$ symmetry and spin–orbit coupling is neglected. The numerical output gives the remaining inputs and intermediate values.

## Numbers as computed

```
Lattice constant a = 0.316 nm; bond length b = 0.241 nm
Chalcogen layer spacing h = 0.3149 nm
M-X-M angle = 81.9 degrees
Symmetry operations kept = 12 of 24
Class E: size 1, character 6
Class C3: size 2, character 0
Class C2: size 3, character 0
Class sigma_h: size 1, character 0
Class S3: size 2, character 0
Class sigma_v: size 3, character 2
Inward orbitals: A1' + E' + A2'' + E''
Tangential orbitals: A2' + E' + A1'' + E''
Metal d shell: A1' + E' + E''
Metal p shell: E' + A2''
Free Hamiltonian parameters = 4
V_sigma = 0.80 eV; V_pi = -0.20 eV at distance a
Hopping decay length = 0.050 nm
t1: distance 0.3160 nm, hopping -0.4579 eV
t2: distance 0.3149 nm, hopping -0.4660 eV
t3: distance 0.4461 nm, hopping -0.0529 eV
Six-orbital level A1' = -1.4875 eV
Six-orbital level A2'' = -0.3440 eV
Six-orbital level E' = 0.0448 eV
Six-orbital level E'' = 0.8710 eV
Formal electrons = 8; filling A1':2, A2'':2, E':4, E'':0
Sulfur 3p STO-3G overlap eigenvalue A1' = 1.0684
Sulfur 3p STO-3G overlap eigenvalue A2'' = 1.0192
Sulfur 3p STO-3G overlap eigenvalue E' = 0.9993
Sulfur 3p STO-3G overlap eigenvalue E'' = 0.9569
Test displacement = 0.010 nm
Largest level change, symmetric relaxation = 0.3512 eV
First-order E' splitting, one pair moved = 0.0891 eV
First-order E'' splitting, one pair moved = 0.0934 eV
Cluster V_pd_sigma = 2.50 eV; V_pd_pi = -1.00 eV
Cluster d energy above p = 3.00 eV
Inward orbital coupling to metal d shell = 1.486 eV
Cluster A1': energy -2.075 eV, inward weight 0.689
Cluster A2'': energy -0.463 eV, inward weight 0.842
Cluster E': energy -0.225 eV, inward weight 0.499
Cluster E'': energy 0.543 eV, inward weight 0.864
Spin-orbit zeta: X 0.050 eV, M 0.080 eV
Cluster spin-orbit splitting E' = 0.0102 eV
Cluster spin-orbit splitting E'' = 0.0007 eV
Thermal energy at 300 K = 0.0259 eV
```
